**One-sided square roots at M1 and M2 saddle points**

The program tests that a three-dimensional density of states contains $-A\sqrt{E_c-E}$ below an M1 saddle and $-A\sqrt{E-E_c}$ above an M2 saddle. Here $E_c$ is the critical energy, $m_1,m_2,m_3$ are the magnitudes of the principal masses, and $A=(1/2\pi^2)(2/\hbar^2)^{3/2}\sqrt{m_1m_2m_3}$ with both spins counted. It asserts the quadratic state count in a cylinder against a grid count. For an anisotropic cosine band it extracts the root coefficient separately on each side of four critical energies, two of each type; the coefficient agrees with the formula on the predicted side and vanishes within tolerance on the other. For a two-band model of silicon under [110] tension it asserts the saddle masses, the barrier, the root coefficient and a remainder consistent with the power 3/2. The silicon density is also compared with a count of matrix eigenvalues in a window around the saddle. The output gives $A=0.971$ nm$^{-3}$ eV$^{-3/2}$ from the formula and 0.972 from the model density. The last lines estimate thermal, collisional, multivalley and confinement effects for the same rough parameters.

## Verification by program

```python
# Result under test: square-root singularities of the 3D density of states g(E).
#   M1 saddle (one negative curvature):  g = smooth - A*sqrt(Ec-E), only for E < Ec
#   M2 saddle (two negative curvatures): g = smooth - A*sqrt(E-Ec), only for E > Ec
#   A = (1/2 pi^2) (2/hbar^2)^(3/2) sqrt(m1 m2 m3), both spins, per saddle point.
# Ec: critical energy; m1, m2, m3: magnitudes of the principal masses.
# Silicon model: k measured from X; delta: shear coupling; E0 = hbar^2 k0^2/(2 ml).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import ellipkm1

def root_coefficient(dos, e_crit, side, eps):
    """Coefficient c in g(Ec) - c*sqrt|E-Ec| on one side; linear term eliminated."""
    def c(x):
        return (dos(e_crit) - dos(e_crit + side * x)) / np.sqrt(x)
    return 2 * c(eps / 4) - c(eps)

# ---------- pure quadratic M1 saddle in a cylinder: direct counting ----------
n, L, R = 160, 1.0, 1.3
x = (np.arange(n) + 0.5) * R / n
z = (np.arange(n) + 0.5) * L / n
rho2 = (x[:, None]**2 + x[None, :]**2)[:, :, None]
energy = np.where(rho2 < R**2, rho2 - z[None, None, :]**2, 99.0)
cell = 8 * (R / n)**2 * (L / n)
count_above = cell * np.sum((energy > 0.1) & (energy < 0.3))
count_below = cell * np.sum((energy > -0.3) & (energy < -0.1))
law_above = 2 * np.pi * L * 0.2
law_below = 2 * np.pi * (L * 0.2 - 2 / 3 * (0.3**1.5 - 0.1**1.5))
assert abs(count_above / law_above - 1) < 0.01   # grid counting error
assert abs(count_below / law_below - 1) < 0.01
print("Quadratic M1 saddle in cylinder L=1, R=1.3 (scaled units)")
print(f" volume 0.1<eps<0.3: count {count_above:.4f}, law {law_above:.4f}")
print(f" volume -0.3<eps<-0.1: count {count_below:.4f}, law {law_below:.4f}")
del energy

# ---------- anisotropic cosine band, hopping 1 in x and y, tz in z ----------
tz = 0.7

def square_dos(e):
    """One spin, one cell, band -2cos(kx)-2cos(ky), |e| < 4."""
    return ellipkm1(e * e / 16 + 1e-300) / (2 * np.pi**2)

e_test = 1.0   # check of the two-dimensional function against its definition
y0 = np.arccos(1 - e_test / 2)
direct = quad(lambda y: 1 / (np.pi**2 * np.sqrt(4 - (e_test + 2*np.cos(y))**2)),
              y0, np.pi, limit=200)[0]
assert abs(direct / square_dos(e_test) - 1) < 1e-5

def cosine_dos(e):
    cuts = [0.0, np.pi]
    for target in (-4.0, 0.0, 4.0):
        c = (target - e) / (2 * tz)
        if abs(c) < 1:
            p = np.arccos(c)
            if 1e-7 < p < np.pi - 1e-7:
                cuts.append(p)
    cuts.sort()
    total = 0.0
    for a, b in zip(cuts[:-1], cuts[1:]):
        if abs(e + 2 * tz * np.cos((a + b) / 2)) < 4:
            total += quad(lambda q: square_dos(e + 2 * tz * np.cos(q)), a, b,
                          epsabs=1e-11, epsrel=1e-10, limit=200)[0]
    return total / np.pi

print(f"Cosine band, hoppings 1, 1, {tz}; one spin, per cell, energy/hopping")
single = np.sqrt(0.5 * 0.5 / (2 * tz)) / (np.sqrt(2) * np.pi**2)
cases = [("M1", -4 + 2 * tz, 1, -1), ("M1", -2 * tz, 2, -1),
         ("M2", 2 * tz, 2, +1), ("M2", 4 - 2 * tz, 1, +1)]
for kind, e_crit, number, singular_side in cases:
    below = root_coefficient(cosine_dos, e_crit, -1, 1e-3)
    above = root_coefficient(cosine_dos, e_crit, +1, 1e-3)
    singular, regular = (below, above) if singular_side < 0 else (above, below)
    assert abs(singular / (number * single) - 1) < 3e-3  # next order in eps
    assert abs(regular) < 3e-3 * single
    print(f" {kind} at {e_crit:+.1f}, {number} point(s): g(Ec)={cosine_dos(e_crit):.5f}")
    print(f"  root coeff. below {below:.5f}, above {above:.5f},"
          f" law {number * single:.5f}")

# ---------- silicon under [110] tension: two-band model at X (eV, nm) ----------
H2 = const.hbar**2 / const.m_e / const.e * 1e18     # hbar^2/m0 in eV nm^2
ml, mt = 0.916, 0.19                                # units of m0
inv_M = 1 / mt - 1
lattice = 0.543
k0 = 0.15 * 2 * np.pi / lattice
E0 = H2 * k0**2 / (2 * ml)
stress, C11, C12, C44 = 1.0, 166.0, 64.0, 80.0      # GPa
D_shear, Xi_u = 14.0, 9.0                           # deformation potentials, eV
shear = stress / (4 * C44)
delta = D_shear * shear
E_saddle = -delta

def lower_band(kx, ky, kz):
    kx, ky, kz = np.broadcast_arrays(kx, ky, kz)
    kinetic = H2 * kz**2 / (2 * ml) + H2 * (kx**2 + ky**2) / (2 * mt)
    linear = H2 * k0 * kz / ml
    coupling = delta - H2 * inv_M * kx * ky
    h = np.empty(kx.shape + (2, 2))
    h[..., 0, 0] = kinetic + linear
    h[..., 1, 1] = kinetic - linear
    h[..., 0, 1] = coupling
    h[..., 1, 0] = coupling
    return np.linalg.eigvalsh(h)[..., 0]

# principal masses at the saddle from a finite-difference Hessian
step = 1e-3
unit = np.eye(3) * step
hess = np.empty((3, 3))
for i in range(3):
    for j in range(3):
        hess[i, j] = sum(s * r * lower_band(*(s * unit[i] + r * unit[j]))
                         for s in (1, -1) for r in (1, -1)) / (4 * step**2)
curv = np.sort(np.linalg.eigvalsh(hess)) / H2
m_neg = ml / (2 * E0 / delta - 1)
m_heavy, m_light = 1 / (1 / mt - inv_M), 1 / (1 / mt + inv_M)
assert np.allclose(curv, [-1 / m_neg, 1 / m_heavy, 1 / m_light], rtol=2e-3)

barrier = E0 * (1 - delta / (2 * E0))**2
found = minimize_scalar(lambda q: float(lower_band(0.0, 0.0, q)),
                        bounds=(0.5 * k0, 1.5 * k0), method="bounded",
                        options={"xatol": 1e-9})
assert abs((E_saddle - found.fun) / barrier - 1) < 1e-6
E_min = E_saddle - barrier

nodes, weights = np.polynomial.legendre.leggauss(160)
phi = np.arange(64) * np.pi / 64
G = H2 * inv_M * np.sin(2 * phi)[None, :] / 2
a_t = H2 / (2 * mt)

def silicon_dos(e, d=delta):
    """Both spins, one X point, lower band: delta function done in kx^2+ky^2."""
    b = e + 2 * E0
    s_hi = b + np.sqrt(b * b - e * e + d * d)
    s_lo = max((e * e - d * d) / s_hi, 0.0) if e < -d else 0.0
    k_lo, k_hi = np.sqrt(2 * ml * np.array([s_lo, s_hi]) / H2)
    kz = (k_lo + k_hi) / 2 + (k_hi - k_lo) / 2 * nodes
    s = (H2 * kz**2 / (2 * ml))[:, None]
    P2, ez = 4 * E0 * s, e - s
    quad_a, half_b = a_t**2 - G**2, d * G - a_t * ez
    disc = half_b**2 - quad_a * (ez**2 - P2 - d * d)
    t = (-half_b + np.sqrt(np.maximum(disc, 0))) / quad_a
    slope = a_t + G * (G * t - d) * (-1) / (a_t * t - ez)
    inner = np.mean(1 / slope, axis=1)
    return (k_hi - k_lo) / 2 * np.dot(weights, inner) / (2 * np.pi**2)

def energy_integral(f, a, b, order=40):
    q, w = np.polynomial.legendre.leggauss(order)
    return (b - a) / 2 * sum(wi * f((a + b) / 2 + (b - a) / 2 * qi)
                             for qi, wi in zip(q, w))

# independent count of matrix eigenvalues in a window around the saddle
window, kxy_max, kz_max = 0.015, 1.5, 3.4
kx = (np.arange(60) + 0.5) * kxy_max / 60
ky = (np.arange(120) + 0.5) * 2 * kxy_max / 120 - kxy_max
kz = (np.arange(110) + 0.5) * kz_max / 110
bands = lower_band(kx[:, None, None], ky[None, :, None], kz[None, None, :])
assert min(bands[-1].min(), bands[:, 0].min(), bands[:, -1].min(),
           bands[:, :, -1].min()) > E_saddle + window
volume = 4 * (kxy_max / 60) * (2 * kxy_max / 120) * (kz_max / 110)
counted = 2 / (2*np.pi)**3 * volume * np.sum(np.abs(bands - E_saddle) < window)
integrated = (energy_integral(silicon_dos, E_saddle - window, E_saddle)
              + energy_integral(silicon_dos, E_saddle, E_saddle + window))
assert abs(counted / integrated - 1) < 0.02   # finite k grid
del bands

A = (2 / H2)**1.5 * np.sqrt(m_neg * m_heavy * m_light) / (2 * np.pi**2)
A_below = root_coefficient(silicon_dos, E_saddle, -1, 4e-5)
A_above = root_coefficient(silicon_dos, E_saddle, +1, 4e-5)
assert abs(A_below / A - 1) < 3e-3 and abs(A_above) < 3e-3 * A

g_s = silicon_dos(E_saddle)
h = 1e-5
slope_s = (-3 * g_s + 4 * silicon_dos(E_saddle + h)
           - silicon_dos(E_saddle + 2 * h)) / (2 * h)

def local_law(offset):
    return g_s + slope_s * offset - A * np.sqrt(max(-offset, 0.0))

def remainder(eps):
    return silicon_dos(E_saddle - eps) - local_law(-eps)

order_ratio = remainder(4e-5) / remainder(1e-5)
assert 6 < order_ratio < 10    # power 3/2 gives 8, next power 2 gives 16

print("Silicon, [110] tension, rough typical inputs")
print(f" ml={ml} m0, mt={mt} m0, a={lattice} nm, stress={stress} GPa")
print(f" C11={C11:.0f}, C12={C12:.0f}, C44={C44:.0f} GPa")
print(f" shear potential={D_shear} eV, Xi_u={Xi_u} eV, shear strain={100*shear:.4f} %")
print(f" k0={k0:.4f} 1/nm, E0={1e3*E0:.2f} meV, delta={1e3*delta:.2f} meV")
print(f" m0/M={inv_M:.4f}, barrier valley to saddle={1e3*barrier:.2f} meV")
print(f" saddle masses: [110] {m_light:.4f}, [1-10] {m_heavy:.4f},"
      f" [001] -{m_neg:.4f} m0")
print(f" states within 15 meV of saddle: count {counted:.5f},"
      f" integral {integrated:.5f} nm^-3")
print(f" A law={A:.5f}, from below={A_below:.5f} nm^-3 eV^-1.5")
print(f" root coefficient from above={A_above:.1e} nm^-3 eV^-1.5")
print(f" g(saddle)={g_s:.5f} nm^-3 eV^-1 = {g_s*1e21:.3e} cm^-3 eV^-1")
print(f" smooth slope={slope_s:.4f} nm^-3 eV^-2")
print(f" remainder ratio for 4x offset={order_ratio:.3f} (power 3/2: {4**1.5:.0f})")
print(" offset meV: full g, local law (nm^-3 eV^-1), error %")
for offset in (-0.020, -0.005, -0.001, 0.001, 0.005, 0.020):
    full, law = silicon_dos(E_saddle + offset), local_law(offset)
    print(f" {1e3*offset:+5.0f}: {full:.5f}, {law:.5f}, {100*(law/full-1):+.2f}")

# ---------- sizes of neglected effects ----------
kT = const.k * 300 / const.e
tau = 1e-13
gamma = const.hbar / (2 * tau) / const.e            # Lorentzian half width, eV
sag = A * np.sqrt(gamma / 2)
# substitution x = gamma*u^2 in the broadened square root
sag_direct = A * np.sqrt(gamma) * quad(lambda u: 2 * u * u / (np.pi * (u**4 + 1)),
                                       0, np.inf)[0]
assert abs(sag_direct / sag - 1) < 1e-6

def boltzmann(e):
    return silicon_dos(e) * np.exp(-(e - E_min) / kT)

part_low = energy_integral(boltzmann, E_min + 1e-12, E_saddle, 60)
part_high = energy_integral(boltzmann, E_saddle, E_saddle + 12 * kT, 100)
valley_shift = Xi_u * stress / (2 * (C11 - C12))
others = 2 * silicon_dos(E_saddle - valley_shift, 0.0)
film = 10.0
spacing = 3 * H2 * np.pi**2 / (2 * ml * film**2)
print("Neglected effects")
print(f" 300 K: kT={1e3*kT:.2f} meV, barrier/kT={barrier/kT:.2f}")
print(f" lower-band electrons above saddle={100*part_high/(part_low+part_high):.1f} %"
      " (nondegenerate)")
print(f" collision time {tau*1e12:.1f} ps: half width={1e3*gamma:.2f} meV")
print(f" broadening lowers g(saddle) by {sag:.4f} nm^-3 eV^-1 ="
      f" {100*sag/g_s:.1f} % (root term)")
print(f" four other valleys: raised {1e3*valley_shift:.1f} meV,"
      f" add {others:.4f} nm^-3 eV^-1")
print(f" upper band starts {2e3*delta:.1f} meV above saddle")
print(f" {film:.0f} nm film normal to [001]: first level spacing={1e3*spacing:.1f} meV")
print("all good")
```

Output:

```
Quadratic M1 saddle in cylinder L=1, R=1.3 (scaled units)
 volume 0.1<eps<0.3: count 1.2565, law 1.2566
 volume -0.3<eps<-0.1: count 0.7010, law 0.7008
Cosine band, hoppings 1, 1, 0.7; one spin, per cell, energy/hopping
 M1 at -2.6, 1 point(s): g(Ec)=0.10177
  root coeff. below 0.03028, above 0.00000, law 0.03028
 M1 at -1.4, 2 point(s): g(Ec)=0.16121
  root coeff. below 0.06055, above 0.00000, law 0.06055
 M2 at +1.4, 2 point(s): g(Ec)=0.16121
  root coeff. below 0.00000, above 0.06055, law 0.06055
 M2 at +2.6, 1 point(s): g(Ec)=0.10177
  root coeff. below 0.00000, above 0.03028, law 0.03028
Silicon, [110] tension, rough typical inputs
 ml=0.916 m0, mt=0.19 m0, a=0.543 nm, stress=1.0 GPa
 C11=166, C12=64, C44=80 GPa
 shear potential=14.0 eV, Xi_u=9.0 eV, shear strain=0.3125 %
 k0=1.7357 1/nm, E0=125.31 meV, delta=43.75 meV
 m0/M=4.2632, barrier valley to saddle=85.37 meV
 saddle masses: [110] 0.1050, [1-10] 1.0000, [001] -0.1937 m0
 states within 15 meV of saddle: count 0.02761, integral 0.02761 nm^-3
 A law=0.97145, from below=0.97162 nm^-3 eV^-1.5
 root coefficient from above=-5.9e-06 nm^-3 eV^-1.5
 g(saddle)=0.95850 nm^-3 eV^-1 = 9.585e+20 cm^-3 eV^-1
 smooth slope=5.2332 nm^-3 eV^-2
 remainder ratio for 4x offset=7.914 (power 3/2: 8)
 offset meV: full g, local law (nm^-3 eV^-1), error %
   -20: 0.73065, 0.71646, -1.94
    -5: 0.86612, 0.86365, -0.29
    -1: 0.92281, 0.92255, -0.03
    +1: 0.96371, 0.96374, +0.00
    +5: 0.98399, 0.98467, +0.07
   +20: 1.05492, 1.06317, +0.78
Neglected effects
 300 K: kT=25.85 meV, barrier/kT=3.30
 lower-band electrons above saddle=10.2 % (nondegenerate)
 collision time 0.1 ps: half width=3.29 meV
 broadening lowers g(saddle) by 0.0394 nm^-3 eV^-1 = 4.1 % (root term)
 four other valleys: raised 44.1 meV, add 0.9957 nm^-3 eV^-1
 upper band starts 87.5 meV above saddle
 10 nm film normal to [001]: first level spacing=12.3 meV
all good
```
